# Bond lengths in a rocksalt telluride with one sublattice displaced

**Data for all parts.** A model telluride has the rocksalt structure: cations and tellurium anions alternate along the three cube axes. Each atom has six unlike neighbours at the distance $d = 3.00$ Å, so the cubic cell has the edge $2d$. The whole cation sublattice is now moved rigidly, relative to the anions, by a vector $\mathbf u$ along the cube diagonal $[111]$. The total length of this vector is $u = 0.30$ Å. The cell stays cubic and its edge is held fixed. Positions are mean positions at 300 K. A "bond" here means the line between an atom and one of its six nearest unlike neighbours.

## Part (a)

**Question.** Find the lengths of the six bonds of a displaced cation, first as formulas and then as numbers.

**Answer.** Place the origin at the old position of the cation and the coordinate axes along the cube axes. The six anions sit at $(\pm d,0,0)$, $(0,\pm d,0)$ and $(0,0,\pm d)$, and they do not move. The cation goes to

$$\mathbf u = s\,(1,1,1), \qquad s=\frac{u}{\sqrt3},$$

because the vector $(1,1,1)$ has length $\sqrt3$ and $\mathbf u$ must have length $u$. Here $s = 0.1732$ Å.

A bond vector is the anion position minus the cation position. For the two anions on the $x$ axis,

$$\mathbf b_{+x} = (d-s,\,-s,\,-s), \qquad \mathbf b_{-x} = (-d-s,\,-s,\,-s).$$

The squared length of the first is

$$|\mathbf b_{+x}|^2=(d-s)^2+2s^2=d^2-2ds+3s^2 .$$

For the second, $(-d-s)^2=(d+s)^2$, so the middle term changes sign. With $3s^2=u^2$ and $2ds=2du/\sqrt3$,

$$r_{\rm S}^2=d^2+u^2-\frac{2du}{\sqrt3},\qquad r_{\rm L}^2=d^2+u^2+\frac{2du}{\sqrt3}.$$

The three components of $\mathbf u$ are equal, so the $y$ and $z$ axes give the same pair of lengths. The three anions on the positive axes, towards which the cation moves, are at $r_{\rm S}$; the three on the negative axes are at $r_{\rm L}$.

The numbers are

$$d^2+u^2 = 9.0000+0.0900=9.0900\ \text{Å}^2,\qquad \frac{2du}{\sqrt3}=1.0392\ \text{Å}^2,$$

$$r_{\rm S}=\sqrt{8.0508}\ \text{Å}=2.84\ \text{Å},\qquad r_{\rm L}=\sqrt{10.1292}\ \text{Å}=3.18\ \text{Å}.$$

In nanometres these are 0.284 nm and 0.318 nm. Some later steps use the unrounded values 2.8374 Å and 3.1826 Å, to show small differences; the physical model does not deserve so many digits.

## Part (b)

**Question.** For which directions of a displacement of fixed length does the shell split into three equal short and three equal long bonds? Compare with a displacement of 0.30 Å along $[100]$, and with one whose three Cartesian components are each 0.30 Å.

**Answer.** Let the displacement be $u\,\mathbf n$ with a unit vector $\mathbf n=(n_x,n_y,n_z)$. The bond to the anion at $\pm d$ on axis $i$ has the squared length

$$r_{i\pm}^2=|\pm d\,\mathbf e_i-u\,\mathbf n|^2=d^2+u^2\mp 2du\,n_i ,$$

where $\mathbf e_i$ is the unit vector of the axis. Each axis thus supplies one value lowered by $2du|n_i|$ and one raised by the same amount. The three lowered values are equal, and so are the three raised ones, if and only if $|n_x|=|n_y|=|n_z|$. Since $\mathbf n$ has unit length, each magnitude must then be $1/\sqrt3$. These are the eight directions along the cube diagonals.

Along $[100]$ we have $\mathbf n=(1,0,0)$. The two bonds on the $x$ axis become $d\mp u$, which is 2.70 Å and 3.30 Å. The other four have no linear term and become $\sqrt{d^2+u^2}=\sqrt{9.0900}$ Å $=3.015$ Å. The same length of displacement therefore gives a pattern of one, four and one.

If each component is 0.30 Å, the direction is still $[111]$, but the total length is $\sqrt3$ times larger. The pattern stays three and three, with

$$\sqrt{(3.00-0.30)^2+2(0.30)^2}\ \text{Å}=2.73\ \text{Å},\qquad \sqrt{(3.00+0.30)^2+2(0.30)^2}\ \text{Å}=3.33\ \text{Å}.$$

A quoted displacement must therefore say whether it is a total length or a component.

## Part (c)

**Question.** What does a tellurium atom see? Are the six bonds still the shortest distances in the crystal?

**Answer.** Seen from an anion, the unlike neighbours sit at $\pm d\,\mathbf e_i+\mathbf u$. The squared lengths are

$$|\pm d\,\mathbf e_i+\mathbf u|^2=d^2+u^2\pm\frac{2du}{\sqrt3}.$$

These are the same two values, but the short bonds now lie on the negative axes. Every atom of both sublattices has three short and three long bonds. Along a row of atoms parallel to a cube axis, short and long bonds alternate.

Two kinds of distance could compete with the six bonds. Like atoms move together, so their smallest separation keeps its value $d\sqrt2=4.24$ Å. The next unlike atoms were at $d\sqrt3$ before the shift. By the triangle inequality the shift brings them no closer than $d\sqrt3-u$. This exceeds $d\sqrt2$, because $(\sqrt3-\sqrt2)\,d\approx0.32\,d$ while $u=0.10\,d$. The seventh neighbour is therefore a like atom at 4.24 Å, well beyond the long bond of 3.18 Å. A search through all distances in a periodic crystal of 64 atoms gives the same three shells around every atom.

## Part (d)

**Question.** Obtain an estimate of the two lengths that needs no square root, for $u\ll d$. Explain why the mean of the two lengths differs from $d$.

**Answer.** Write $r=d\sqrt{1+x}$ with

$$x=\mp\frac{2u}{\sqrt3\,d}+\frac{u^2}{d^2},$$

where the upper sign belongs to the short bond. Use $\sqrt{1+x}\approx1+x/2-x^2/8$ and keep terms up to $u^2$. To this order $x^2=4u^2/(3d^2)$, so

$$r\approx d\mp\frac{u}{\sqrt3}+\frac{u^2}{2d}-\frac{u^2}{6d}
= d\mp\frac{u}{\sqrt3}+\frac{u^2}{3d}.$$

The linear term is the part of the displacement that points along the bond. The quadratic term comes from the part perpendicular to the bond, which lengthens both kinds. With the data,

$$r\approx(3.0000\mp0.1732+0.0100)\ \text{Å},$$

or 2.8368 Å and 3.1832 Å. Each differs from the full formula by 0.0006 Å, with opposite signs.

That remainder is the cubic term. It has two sources. The product of the two parts of $x$ contributes $\pm u^3/(2\sqrt3\,d^2)$ through $-x^2/8$. The next term of the series, $+x^3/16$, contributes $\mp u^3/(6\sqrt3\,d^2)$. Their sum is $\pm u^3/(3\sqrt3\,d^2)$, which is $\pm0.0006$ Å here. It raises the short bond and lowers the long one, as found.

The mean of the two lengths is 3.010 Å, above $d$. There is a direct geometric reason. The two anions on opposite sides of a cation stay $2d$ apart. Once the cation has left the line between them, the path from one anion to the cation and on to the other is longer than the straight line, so $r_{\rm S}+r_{\rm L}>2d$. A mean bond length above half the cell edge is thus no sign that the cell has expanded.

The difference follows from $r_{\rm L}^2-r_{\rm S}^2=4du/\sqrt3$ after division by the sum of the lengths:

$$r_{\rm L}-r_{\rm S}=\frac{4du/\sqrt3}{r_{\rm L}+r_{\rm S}}
=\frac{2(1.0392)}{2(3.0100)}\ \text{Å}=0.345\ \text{Å}.$$

## Part (e)

**Question.** Find the angle between two short bonds, between two long bonds, and between a short bond and the long bond on the same axis. What happens to the short bonds if $u$ is increased much further?

**Answer.** The cosine of an angle is the scalar product of the two bond vectors divided by their lengths. For two short bonds,

$$(d-s,-s,-s)\cdot(-s,d-s,-s)=-2s(d-s)+s^2=3s^2-2ds .$$

For two long bonds,

$$(-d-s,-s,-s)\cdot(-s,-d-s,-s)=2s(d+s)+s^2=3s^2+2ds .$$

For the pair on one axis,

$$(d-s,-s,-s)\cdot(-d-s,-s,-s)=-(d^2-s^2)+2s^2=3s^2-d^2 .$$

Inserting $3s^2=u^2$ and $2ds=2du/\sqrt3$ gives

$$\cos\theta_{\rm SS}=\frac{0.0900-1.0392}{8.0508},\qquad \theta_{\rm SS}=96.8^\circ,$$

$$\cos\theta_{\rm LL}=\frac{0.0900+1.0392}{10.1292},\qquad \theta_{\rm LL}=83.6^\circ,$$

$$\cos\theta_{\rm SL}=\frac{0.0900-9.0000}{2.8374\times3.1826},\qquad \theta_{\rm SL}=170.6^\circ .$$

The cation and its three near anions form a trigonal pyramid that the shift has made lower. The plane of these anions was at the distance $d/\sqrt3$ from the undisplaced cation, and it is now at $d/\sqrt3-u$. As the cation approaches the plane, the angles between the short bonds open beyond $90^\circ$. On the far side the pyramid becomes taller and its angles close.

This picture shows where the trend ends. The derivative

$$\frac{d(r_{\rm S}^2)}{du}=2u-\frac{2d}{\sqrt3}$$

vanishes at $u=d/\sqrt3$, when the cation lies in the plane of its three near anions. There $r_{\rm S}^2=d^2+d^2/3-2d^2/3=2d^2/3$ and $\cos\theta_{\rm SS}=(d^2/3-2d^2/3)/(2d^2/3)=-1/2$, so the angle is $120^\circ$. Beyond this point the three short bonds grow again. The set of six nearest unlike neighbours has changed before that: from $u=\sqrt3\,d/4\approx0.43\,d$ on, the anion at $(d,d,d)$ is closer to the cation than the three anions of the long bonds. The example, with $u=0.10\,d$, is far from that limit.

## Part (f)

**Question.** Does the displaced crystal have an inversion centre? Does it have a polar axis, that is, a direction that no symmetry operation of the crystal reverses or tilts?

**Answer.** Let $\mathbf G$ denote the vectors of the face-centred cubic lattice. The cations are at $\mathbf G+\mathbf u$ and the anions at $\mathbf G+d\,\mathbf e_x$. Inversion about a point $\mathbf c$ takes $\mathbf r$ to $2\mathbf c-\mathbf r$. Since it must take a cation to a cation, $2\mathbf c$ is the sum of two cation positions:

$$2\mathbf c=\mathbf G_1+2\mathbf u ,$$

with some lattice vector $\mathbf G_1$. An anion at $\mathbf G_2+d\,\mathbf e_x$ then goes to

$$\mathbf G_1-\mathbf G_2+2\mathbf u-d\,\mathbf e_x .$$

This is an anion site if it equals $\mathbf G_3+d\,\mathbf e_x$, which requires

$$2\mathbf u=\mathbf G_3+\mathbf G_2-\mathbf G_1+2d\,\mathbf e_x .$$

The vector $2d\,\mathbf e_x$ is itself a lattice vector, so the condition is that $2\mathbf u$ be a lattice vector. For $\mathbf u=0$ it holds. For the displaced crystal $2u=0.60$ Å, which is not zero and is shorter than the shortest nonzero lattice vector, $d\sqrt2=4.24$ Å. No inversion centre is left. A direct search agrees: in the 64-atom periodic crystal, the midpoints between one cation and each of the 32 cations (itself included) are all inversion centres before the shift, and none is afterwards.

The loss of inversion does not by itself prove that a crystal is polar, so the second question needs its own argument. Add the six bond vectors of a cation. The terms $\pm d\,\mathbf e_i$ cancel in pairs, and

$$\sum_{\rm six\ bonds}\mathbf b=-6\,\mathbf u .$$

This sum is the same for every cation. A symmetry operation takes a cation to a cation and its six nearest anions to the six nearest anions of the new site. Its rotational part must therefore turn $-6\mathbf u$ into $-6\mathbf u$. No symmetry operation reverses or tilts $\mathbf u$, and $[111]$ is a polar axis.

Reversing $\mathbf u$ exchanges the short and the long side of each atom and reverses the polar direction, with the same set of bond lengths. The lengths alone therefore cannot tell the two states apart. Nor does the geometry fix the size of the electric polarization, which depends on how the electrons respond to the displacement, or tell whether the displacement lowers the energy.

## Part (g)

**Question.** Estimate how far the bond lengths move (i) if the angle between the cube axes is $88^\circ$ instead of $90^\circ$, with $d$ and $u$ held fixed, and (ii) if $u$ is smaller by one tenth. (iii) Estimate the thermal spread of a bond length at 300 K. Treat the relative motion of two bonded atoms as an isotropic harmonic oscillator with reduced mass $\mu=46$ atomic mass units and frequency 3 THz. Then set the model beside a real telluride.

**Answer.** (i) Let the unit vectors along the sheared axes satisfy $\mathbf e_i\cdot\mathbf e_j=\cos\alpha$ for $i\neq j$. Their sum has the squared length $3+6\cos\alpha$. The projection of one axis on the direction of the sum, along which the cation moves, is

$$p=\frac{1+2\cos\alpha}{\sqrt{3+6\cos\alpha}}=\sqrt{\frac{1+2\cos\alpha}{3}} .$$

It replaces $1/\sqrt3$ in the bond formula, so $r^2=d^2+u^2\mp2du\,p$. For $\alpha=88^\circ$ the bonds are 2.831 Å and 3.188 Å. Each moves by about 0.006 Å, and the splitting grows slightly.

(ii) With $u=0.27$ Å and the cubic cell restored, the bonds are 2.853 Å and 3.164 Å. The short one grows by 0.015 Å and the long one shrinks by 0.019 Å. In this example, a ten per cent change of the displacement matters more than the two-degree shear.

(iii) In a harmonic oscillator the mean potential energy is half the mean total energy. For one Cartesian component with variance $\sigma^2$ and angular frequency $\omega$,

$$\frac12\mu\omega^2\sigma^2=\frac12\hbar\omega\left(\frac{1}{e^{\hbar\omega/kT}-1}+\frac12\right),$$

and the bracket equals $\tfrac12\coth(\hbar\omega/2kT)$. Hence

$$\sigma^2=\frac{\hbar}{2\mu\omega}\coth\frac{\hbar\omega}{2kT},\qquad \sigma=0.125\ \text{Å}.$$

For a relative excursion $x$ along a bond of length $r$, and $y,z$ across it, the instantaneous length is approximately $r+x+(y^2+z^2)/(2r)$. Its average is $r+\sigma^2/r$, and to leading order its spread is $\sigma$. The mean lengths rise by about 0.005 Å, to 2.843 Å and 3.188 Å, while each length fluctuates by about 0.12 Å.

The separation of the two lengths is $2.77\,\sigma$. Half of it, $a=1.4\,\sigma$, is the distance from either length to the midpoint. If both distributions are taken as Gaussians of equal weight and width, the second derivative of their sum at the midpoint has the sign of $a^2/\sigma^2-1$, which is positive. Within this model the sum has a dip there, so two maxima remain, but the tails overlap. The dip is not a firm prediction for a real crystal. It vanishes once $\sigma$ exceeds $a=0.17$ Å, which the same oscillator reaches when its frequency is lowered to about 2.2 THz. In a crystal, moreover, many vibrations change a bond length, and their combined spread can be larger than this single-oscillator estimate. A diatomic chain with equal springs $K$ shows the size of the effect. Its highest frequency obeys $\omega^2=2K/\mu$, while each bond has the classical variance $kT/K=2kT/(\mu\omega^2)$. If that highest frequency is 3 THz, the spread is about $\sqrt2$ times larger, near 0.175 Å, which just exceeds $a$ and removes the dip. The dip is also lost if the long bond is one and a half times as broad as the short one. The values 2.84 Å and 3.18 Å are distances between mean positions; a single bond does not keep its length from one instant to the next.

**Comparison with a real telluride.** The parameters lie in the regime of germanium telluride, whose room-temperature crystal has short and long bonds of roughly 2.8 and 3.2 Å. The axis angle and reduced mass above are rough values for the same material; the frequency is an assumed round value. Its real cell is sheared, which breaks the assumption of a cubic cell; by (i) this moves the bonds by less than 0.01 Å at fixed $d$ and $u$. The angles are more sensitive: the same shear lowers $\theta_{\rm SS}$ and $\theta_{\rm LL}$ of part (e) by about $2^\circ$ each, to $94.8^\circ$ and $81.6^\circ$, and it brings the nearest like atom to $2d\sin(\alpha/2)=4.17$ Å. The germanium–antimony–tellurium alloys used in phase-change memory depart further from the model. Their rocksalt-like phase has vacancies and mixed occupation on the cation sublattice, so one rigid displacement cannot describe every site. The estimates here do not size that local variation, and the formulas do not apply to the amorphous state, which has no sublattices to displace. The numerical output below lists the values used.

## Calculated quantities

```
Undisplaced bond length d: 3.00 angstrom
Displacement length u: 0.30 angstrom
Cartesian component u/sqrt(3): 0.1732 angstrom
Sum d^2 + u^2: 9.0900 angstrom^2
Cross term 2du/sqrt(3): 1.0392 angstrom^2
Short bond squared: 8.0508 angstrom^2
Long bond squared: 10.1292 angstrom^2
Short bond, three per atom: 2.8374 angstrom
Long bond, three per atom: 3.1826 angstrom
Short bond: 0.284 nm
Long bond: 0.318 nm
Difference long minus short: 0.3453 angstrom
Mean of the six bonds: 3.0100 angstrom
Atoms checked in the crystal: 64
Seventh neighbour distance: 4.2426 angstrom
Quadratic term u^2/(3d): 0.0100 angstrom
Second-order estimate, short: 2.8368 angstrom
Second-order estimate, long: 3.1832 angstrom
Angle between two short bonds: 96.77 degrees
Angle between two long bonds: 83.60 degrees
Angle short to opposite long: 170.63 degrees
Shift along [100], one short: 2.7000 angstrom
Shift along [100], four middle: 3.0150 angstrom
Shift along [100], one long: 3.3000 angstrom
Misreading u per component, short: 2.7331 angstrom
Misreading u per component, long: 3.3272 angstrom
Candidate inversion centres in box: 32
Inversion centres before shift: 32
Inversion centres after shift: 0
Sheared axis angle (rough input): 88 degrees
Short bond with shear: 2.8311 angstrom
Long bond with shear: 3.1882 angstrom
Reduced displacement: 0.27 angstrom
Short bond, reduced displacement: 2.8526 angstrom
Long bond, reduced displacement: 3.1636 angstrom
Temperature: 300 K
Reduced mass (rough input): 46 u
Vibration frequency (rough input): 3.0 THz
Thermal sigma per component: 0.125 angstrom
Thermal mean of short bond: 2.8429 angstrom
Thermal mean of long bond: 3.1875 angstrom
Thermal spread of short bond: 0.125 angstrom
Thermal spread of long bond: 0.125 angstrom
Bond difference over sigma: 2.77
```
